# Choosing the fit window for seed density in island-growth thickness data

Thirteen thickness readings of a growing oxide, taken between cycles 5 and 65 with a noise of 0.2 nm, determine the logarithm of the seed density with a standard error of 0.20. Thirteen readings with the same noise, taken between cycles 80 and 200, give 0.80 in a linearised estimate, although the film is then much thicker and each reading is relatively more precise. If the same late cycles were measured repeatedly, about 205 readings would be needed to match the thirteen early ones.

## The setting and the model

The setting behind this difference is the fit range: the set of points passed to a nonlinear least-squares routine. The same choice arises when computed energies are fitted against volume. Errors there need not be random, so the statistical figures below do not transfer. What does transfer is the way a fit range can amplify a small data error into a large parameter error.

The case treated here is a dielectric nucleating on a two-dimensional channel. Its assumptions are:

- Seeds are present from cycle 0, have negligible size, and lie at random (Poisson) positions with areal density \(N\).
- Each seed grows into a hemisphere of radius \(r=gn\) after \(n\) cycles. Nothing grows on the bare channel.
- Thickness \(h\) means oxide volume per area.
- Readings carry independent Gaussian noise of known standard deviation \(\sigma\).

The example uses \(N=10^{13}\ \mathrm{cm^{-2}}\), entered in the formulas as \(0.1\ \mathrm{nm^{-2}}\), with \(g=0.1\) nm/cycle and \(\sigma=0.2\) nm.

## Thickness from the seed statistics

A point at height \(z\) above the channel is inside oxide if some seed lies within the lateral distance \(\sqrt{r^2-z^2}\). The expected number of seeds in that disc is \(\pi N(r^2-z^2)\), and the Poisson probability of finding none is the exponential of minus this number. Integrating the filled fraction over height gives

\[
h=\int_0^r\left[1-e^{-\pi N(r^2-z^2)}\right]dz
= r-e^{-\pi N r^2}\int_0^r e^{\pi N z^2}dz .
\]

Set \(q=\sqrt{\pi N}\), \(x=qr\) and \(t=qz\), so that \(dz=dt/q\). With the Dawson function \(D(x)=e^{-x^2}\int_0^x e^{t^2}dt\),

\[
h=r-\frac{D(x)}{q}.
\]

At \(z=0\) the same argument gives the covered fraction \(1-e^{-\pi N r^2}\). It approaches one without reaching it, so closure needs a convention. Here it means 99% coverage, or \(\pi N r^2=\ln 100\). For the example this gives \(r=3.83\) nm, reached at cycle 38.3.

Simulated random seeds at this density gave thicknesses of 0.1864, 1.6935 and 4.6579 nm at radii 1.0, 2.5 and 5.0 nm, with standard errors of 0.0009, 0.0032 and 0.0018 nm. The formula gives 0.1853, 1.6862 and 4.6551 nm. The differences are between 1 and 2.5 standard errors.

## Two limits, two kinds of missing information

Differentiating the definition of \(D\) gives

\[
D'(x)=1-2xD(x).
\]

**Isolated islands.** For small \(x\), insert \(D=x+cx^3\) into this equation. The terms in \(x^2\) require \(3c=-2\), so \(D\simeq x-\tfrac23x^3\). Since \(x/q=r\) and \(x^3/q=q^2r^3=\pi N r^3\),

\[
h\simeq\frac{2\pi}{3}Nr^3=\frac{2\pi}{3}(Ng^3)\,n^3 .
\]

This is the volume of one hemisphere times the number per area. It contains only the product \(Ng^3\): many slow islands and few fast ones give the same curve. Even thirteen readings at cycles 1 to 13, by the end of which 41% of the channel is covered and islands have begun to merge, would give a linearised error of 24.8 in \(\ln N\), with a correlation of \(-0.9999\) between \(\ln N\) and \(\ln g\). Readings from the isolated stage therefore determine \(N\) only in combination with later ones, which supply separate information on \(g\).

**Closed film.** For large \(x\), rewrite the differential equation as \(D=(1-D')/(2x)\). The first approximation is \(D\simeq1/(2x)\), whose derivative is \(-1/(2x^2)\). Inserting that derivative gives \(D\simeq1/(2x)+1/(4x^3)\). To leading order,

\[
h\simeq r-\frac{1}{2qx}=r-\frac{1}{2\pi N g n}.
\]

In this model, where all seeds start growing at cycle 0, the nucleation deficit \(r-h\) is not a permanent delay. It decays as \(1/n\), because the surface of a large hemisphere is nearly flat on the scale of the seed spacing. In the example the deficit is 0.93 nm at cycle 20, 0.46 nm at cycle 40, 0.20 nm at cycle 80 and 0.08 nm at cycle 200. From cycle 80 onward it is no larger than about the noise of one reading.

The closed-film limit can also be obtained without assuming random seeds. The surface above a point at distance \(d\) from its nearest seed has height \(\sqrt{r^2-d^2}\simeq r-d^2/(2r)\), so

\[
h\simeq r-\frac{\langle d^2\rangle}{2r}.
\]

For random seeds, the probability that \(d^2\) exceeds \(u\) is \(e^{-\pi N u}\). Hence \(\langle d^2\rangle=1/(\pi N)\), which reproduces the previous result. Late data measure this mean square distance. Turning it into a density requires an assumption about how the seeds are arranged.

## How the window sets the error

Let \(a=\partial h/\partial\ln N\) and \(b=\partial h/\partial\ln g\). Logarithms make the errors relative and keep both parameters positive. A change in \(\ln N\) changes \(q\) by \(q/2\) and \(x\) by \(x/2\), per unit change. Thus

\[
a=-\frac{D'}{q}\frac{x}{2}+\frac{D}{q^2}\frac q2
=\frac{D-xD'}{2q}
=\frac{D(1+2x^2)-x}{2q}.
\]

A change in \(\ln g\) changes \(r\) by \(r\) and \(x\) by \(x\), so

\[
b=r-\frac{xD'}{q}=r-\frac{x}{q}+\frac{2x^2D}{q}=\frac{2x^2D}{q}.
\]

Near the true parameters, data errors \(e_i\) shift the fitted values of \(\ln N\) and \(\ln g\) by \(\alpha\) and \(\beta\), which minimise \(\sum_i(e_i-a_i\alpha-b_i\beta)^2\). Setting both derivatives to zero gives

\[
\alpha\sum a^2+\beta\sum ab=\sum ae,\qquad
\alpha\sum ab+\beta\sum b^2=\sum be .
\]

Solve the second equation for \(\beta\) and insert it into the first. With \(a_\perp=a-b\,(\sum ab)/(\sum b^2)\), for which \(\sum a_\perp^2=\sum a^2-(\sum ab)^2/\sum b^2\), the result is

\[
\alpha=\frac{\sum a_\perp e}{\sum a_\perp^2},\qquad
\mathrm{sd}(\ln N)=\frac{\sigma}{\sqrt{\sum a_\perp^2}} .
\]

The second formula follows because independent errors give \(\sum a_\perp e\) the variance \(\sigma^2\sum a_\perp^2\). The part of the \(N\)-signal that a change of \(g\) can imitate has dropped out. What counts is the remainder, and its length over the whole window is 0.99 nm for the early series and 0.25 nm for the late one. Dividing 0.2 nm by these lengths gives the errors 0.20 and 0.80.

In 400 repeated synthetic early series, the fitted \(\ln N\) had a standard deviation of 0.204, against the predicted 0.202.

**A law for late windows.** For a closed film, \(D\simeq1/(2x)\) and \(D'\simeq-1/(2x^2)\) give \(D-xD'\simeq1/x\). Therefore \(a\simeq1/(2\pi Ngn)\), while \(b\simeq gn\). Take \(m\) evenly spread readings from \(n_1\) to \(n_2=\rho n_1\) and replace sums by \(m\) times averages:

\[
\langle n^2\rangle=\frac{n_2^3-n_1^3}{3(n_2-n_1)}=\frac{n_1^2(\rho^2+\rho+1)}{3},\qquad
\langle n^{-2}\rangle=\frac{1}{n_1n_2}=\frac{1}{\rho n_1^2}.
\]

Since \(n\cdot n^{-1}=1\), the part of \(1/n\) orthogonal to \(n\) has the squared length

\[
m\left[\langle n^{-2}\rangle-\frac1{\langle n^2\rangle}\right]
=\frac{m}{n_1^2}\left[\frac1\rho-\frac{3}{\rho^2+\rho+1}\right]
=\frac{m}{n_1^2}\frac{(\rho-1)^2}{\rho(\rho^2+\rho+1)} ,
\]

because \(\rho^2+\rho+1-3\rho=(\rho-1)^2\). Multiplying its square root by \(1/(2\pi Ng)\) and dividing \(\sigma\) by the product yields

\[
\mathrm{sd}(\ln N)\simeq\frac{2\pi Ngn_1\sigma}{\sqrt m}\,
\frac{\sqrt{\rho(\rho^2+\rho+1)}}{\rho-1}.
\]

For cycles 80 to 200, \(\rho=2.5\). The first factor is \(2\pi(0.1)(0.1)(80)(0.2)/\sqrt{13}=0.279\) and the second is 3.29, so the law gives 0.92. The full sensitivities at the thirteen actual cycles give 0.80. The law is thus about 14% high relative to that value, owing to its two approximations: the leading-order sensitivities and the averages in place of sums.

At fixed \(\rho\) and \(m\), the error grows in proportion to the starting cycle. The full calculation gives 0.32 for cycles 40 to 100, 0.80 for 80 to 200 and 1.66 for 160 to 400. The last doubling follows the law closely. The first does not, because the leading-order form is not yet accurate near cycle 40. Data starting right at closure are thus still informative. The loss comes from starting well after it.

## The fitting procedure

When one parameter may have no upper limit, a best value with a symmetric error bar is inadequate. The following procedure examines \(N\) directly.

1. Fix a trial \(N\) and start from the straight-line estimate \(g=\sum ny/\sum n^2\), where \(y\) are the readings.
2. Linearise the model in \(\ln g\). Minimising \(\sum(y-h-b\delta)^2\) gives the Gauss–Newton step \(\delta=\sum(y-h)b/\sum b^2\). Multiply \(g\) by \(e^\delta\), with \(\delta\) limited to \(\pm0.5\), and repeat to convergence.
3. Record the minimum \(\chi^2(N)=\sum(y-h)^2/\sigma^2\).
4. Scan \(\ln N\) over a wide range, here \(10^{11}\) to \(10^{17}\ \mathrm{cm^{-2}}\), and refine around the lowest value.
5. Place the 95% limits where \(\chi^2\) has risen by 3.841 above its minimum.

Step 5 may have no solution on the upper side. As \(N\to\infty\), \(D(x)/q\to0\) because \(D\) is bounded, and the model becomes the straight line \(h=gn\). The value of \(\chi^2\) then levels off. If the plateau lies less than 3.841 above the minimum, the data give only a lower limit on \(N\).

The chance of this outcome can be estimated. After \(g\) has been fitted, what remains of the late deficit is its part orthogonal to \(n\). Let \(L\) be the length of that part divided by \(\sigma\). The measured amplitude is \(t=L+\xi\), where \(\xi\) is a standard normal variable. A trial density corresponds to an amplitude \(\ell\ge0\), with \(\ell\to0\) as \(N\to\infty\), and contributes \((t-\ell)^2\) to \(\chi^2\). For positive \(t\) the best choice is \(\ell=t\), and the plateau lies \(t^2\) above the minimum. For negative \(t\) the plateau is itself the minimum. There is no upper limit whenever \(t<\sqrt{3.841}=1.96\), which has the probability

\[
P=\Phi(1.96-L),
\]

where \(\Phi\) is the cumulative normal distribution. This treats the shape of the orthogonal deficit as independent of \(N\), which holds to leading order after closure.

For the late series \(L^2=1.498\), so \(L=1.22\) and \(P=0.77\). The chance of a negative \(t\), for which the best-fitting density is infinite, is \(\Phi(-1.22)=0.11\). The late error of 0.80 therefore measures the sensitivity near the true density, not the spread of repeated fits. Among 1500 synthetic late series, a fraction of 0.771 had no upper limit. The intervals contained the true density in 96.9% of cases, somewhat more than 95%. The model predicts an excess: for negative \(t\) the minimum cannot go below \(t^2\), so the rise at the true density is \(\xi^2-t^2=-L^2-2L\xi\), smaller than it would be without the boundary. It exceeds 3.841 only for \(\xi<-2.18\), which gives a predicted coverage of \(\Phi(1.96)-\Phi(-2.18)=96.0\%\). The rest of the observed excess is of the size of the sampling error of 1500 series, about 0.5%.

## Reading one set of data

One noisy realisation gave the following 95% intervals:

- Early: \(N=7.8\times10^{12}\ \mathrm{cm^{-2}}\), between \(5.6\times10^{12}\) and \(1.12\times10^{13}\), with \(g=0.1045\) nm/cycle.
- Late: \(N=8.0\times10^{12}\ \mathrm{cm^{-2}}\), above \(3.6\times10^{12}\) with no upper limit, and \(g=0.1007\) nm/cycle.
- Both: \(N=1.00\times10^{13}\ \mathrm{cm^{-2}}\), between \(8.1\times10^{12}\) and \(1.27\times10^{13}\), with \(g=0.1006\) nm/cycle.

The early and late best values nearly coincide, but they do not carry equal weight, as the intervals show. The close agreement of the combined value with the true density is partly luck, since its predicted error is 12%.

The combined estimate also lies above both separate ones. The early fit had paired a low \(N\) with a high \(g\). The late readings pull \(g\) down, and \(N\) must then rise to preserve the early thicknesses. This is how the windows complement each other: the late series fixes \(g\) to 0.7%, against 2.3% for the early series, and so removes much of the freedom that weakened the early determination of \(N\). Together they give an error of 0.123 in \(\ln N\). Doubling every early reading instead would give \(0.202/\sqrt2=0.143\).

The first early reading is \(-0.37\) nm. A negative thickness is unphysical, but a negative reading is not: the model thickness at cycle 5 is below 0.03 nm, and the reading lies about two standard deviations under it. Discarding such points would contradict the assumed noise and leave early readings that are too high on average.

## What the model leaves out

The neglected effects were sized by fitting noise-free altered data from both windows with the original model.

- **Finite seed size.** An initial radius of 0.3 nm raises the fitted density by a factor of 1.89. It adds slightly more than 0.3 nm to the late thickness, which exceeds the whole deficit at cycle 80.
- **Thickness offset.** A constant reading error of \(+0.2\) nm raises the density by a factor of 1.40.
- **Ordered seeds.** A square lattice raises it by a factor of 1.82.
- **Continuing nucleation.** New seeds at \(5\times10^{10}\ \mathrm{cm^{-2}}\) per cycle raise it by 2.5%, and ten times that rate raises it by 21%.
- **Incubation delay.** If the seeds start growing three cycles late, as can happen on an inert surface, the late film keeps a permanent lag and the fitted density falls to 0.64 of the true one.

The lattice result can be traced. In a square cell of side \(1/\sqrt N\), each coordinate relative to the seed has mean square \(1/(12N)\), so \(\langle d^2\rangle=1/(6N)\). A fit that assumes random seeds equates this to \(1/(\pi N_{\mathrm{fit}})\), giving \(N_{\mathrm{fit}}/N=6/\pi=1.91\). The fit to late lattice data alone returned 1.92.

The quality of the fit gives little warning of these biases. They add at most 2.2 to \(\chi^2\), whereas 26 readings with two fitted parameters give an expected value of 24 and a standard deviation of \(\sqrt{48}\simeq7\).

An unknown offset can be fitted as a third parameter. The error in \(\ln N\) then becomes 0.26 for the early series, 0.23 for both together and 5.2 for the late series. The last number is a linearised estimate and should not be read as an interval. It means that the late readings no longer give a useful estimate of the density. Only much lower densities remain excluded: for noise-free late data, \(\chi^2\) minimised over \(g\) and the offset rises by 0.25 at a third of the true density, by about 4 at a tenth and by about 19 at a thirtieth, where the film would be far from closed at cycle 80 and the fitted offset is several nanometres.

The example parameters are only illustrative. Growth of roughly 0.1 nm per cycle is a reasonable order of magnitude for atomic layer deposition of an oxide. The chosen density belongs to a densely seeded surface, with a spacing near 3 nm, and an untreated inert surface can be much sparser. Real seeds have a finite size, and at cycle 5 the model radius is only 0.5 nm, so a smooth hemisphere is an idealisation there. For these parameters, seed size alone can move the inferred density by nearly a factor of two, well beyond the statistical error of 12%.

## Guidance for choosing the range

Estimate the closure cycle first, from \(n_c=\sqrt{\ln100/(\pi N)}/g\) with a guessed density. It scales as \(N^{-1/2}\), so a density ten times lower than in the example would move closure from cycle 38 to about cycle 121. The window called late here would then begin before closure.

Under the model's assumptions, include readings from the merging stage and add later ones to fix \(g\). Do not rely on the isolated-island stage alone, since it yields only \(Ng^3\). If only a closed film was measured, use the late-window law for a first estimate of whether \(N\) is accessible. It overstates the error near closure: for cycles 40 to 100 it gives 0.46 instead of 0.32. For a window that starts at or after closure, when the error in \(\ln N\) calculated from the full sensitivities exceeds about 0.5, an upper limit is more likely to be absent than present, because \(L\) is close to the inverse of that error and \(P\) exceeds one half for \(L<1.96\). If the scan of \(\chi^2(N)\) then finds no upper limit, report the lower limit alone. The rule does not carry over to windows before closure: thirteen readings over cycles 1 to 25 give an error of 1.5 in \(\ln N\), yet \(L=4.4\), because their curvature rules out the straight line.

If the instrument may have a constant offset, fit it and keep the early readings. If the seed size or arrangement is unknown, quote the density as conditional on the assumed one, because more readings reduce the noise but not these biases. The remaining values are in the numerical output.

## Calculated quantities

```
True seed density: 1.00e+13 cm^-2
True growth rate: 0.100 nm/cycle; noise: 0.20 nm
99% coverage: cycle 38.3, radius 3.83 nm
Simulated seeds: radius, thickness, std error, formula (nm)
  1.0  0.1864  0.0009  0.1853
  2.5  1.6935  0.0032  1.6862
  5.0  4.6579  0.0018  4.6551
Cycle, thickness (nm), deficit r-h (nm), 1/(2 pi N r) (nm)
  20  1.067  0.933  0.796
  40  3.540  0.460  0.398
  80  7.796  0.204  0.199
  200  19.920  0.080  0.080
Early data, cycles 5 to 65 step 5 (nm):
  -0.37 0.11 0.29 1.24 1.36 2.09 3.33 3.58 4.61 4.63 5.35 5.80 6.45
Late data, cycles 80 to 200 step 10 (nm):
  7.69 8.78 9.80 11.17 12.17 12.94 14.11 14.76 15.66 16.83 18.09 19.26 20.01
Predicted std errors: ln N, ln g, ln N with free offset
  early: 0.202  0.0225  0.263
  late: 0.802  0.0073  5.225
  both: 0.123  0.0041  0.232
Late-window law for ln N error: 0.918
ln N error, 13 late points, by window (cycles):
  40 to 100: 0.324
  80 to 200: 0.802
  160 to 400: 1.659
Late readings needed to match 13 early ones: 205
Cycles 1-13 only: ln N error 24.8, corr -0.99987
Noise-free fits: N, 95% low, 95% high (cm^-2), g (nm/cycle), chi2
  early: 1.00e+13 6.85e+12 1.53e+13 0.1000 0.00
  late: 1.00e+13 3.98e+12 inf 0.1000 0.00
  both: 1.00e+13 7.99e+12 1.30e+13 0.1000 0.00
Noisy fits: N, 95% low, 95% high (cm^-2), g (nm/cycle), chi2
  early: 7.81e+12 5.59e+12 1.12e+13 0.1045 17.60
  late: 8.02e+12 3.62e+12 inf 0.1007 10.73
  both: 9.98e+12 8.08e+12 1.27e+13 0.1006 31.63
95% chi-square rise: 3.841; noise-free late ceiling: 1.498
Early repeats (400): spread of ln N 0.204
Late repeats (1500): no upper limit 0.771, predicted 0.769
Late repeats: 95% interval holds true N in 0.969
Ongoing nucleation rate: 5.0e+10 cm^-2 per cycle
Neglected effects, both series: N/N_true, g/g_true, misfit chi2
  seed radius 0.3 nm: 1.888  1.0171  1.77
  ongoing nucleation: 1.025  0.9999  0.00
  square seed lattice: 1.820  1.0004  0.68
  offset +0.2 nm: 1.398  1.0113  2.15
Square lattice, late only: N/N_true 1.918; 6/pi = 1.910
```
